# How Thomson Scattering Arises from a Dirac Hamiltonian Without A²

**Question.** In Schrödinger theory, a free electron at rest scatters low-frequency light through the term $A^2/2$. The Dirac Hamiltonian is linear in $\mathbf A$. What replaces the missing term, and does the answer survive when the negative-energy states are filled?

**Answer.** Use Hartree units, with electron charge $-1$ and $c\simeq137.036$. In radiation gauge ($\nabla\cdot\mathbf A=0$, no scalar potential for the light) the two Hamiltonians are

$$H_S=\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2,\qquad H_D=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2 .$$

In ordinary units $A^2/2$ is $e^2A^2/2m$. For an electron at rest, $\mathbf A\cdot\mathbf p$ gives zero when it acts first, so in Schrödinger theory the scattering comes from $A^2/2$. In Dirac theory a term quadratic in the field must come from two actions of $c\boldsymbol\alpha\cdot\mathbf A$.

### The mechanism in a static field

Take a uniform, real $\mathbf A$ and hold the canonical momentum at zero. The four levels without the field are $+c^2$ (twice) and $-c^2$ (twice). In the standard representation

$$\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},$$

so $\boldsymbol\alpha\cdot\mathbf A$ carries a positive-energy state at rest entirely into negative-energy states. Since $(\boldsymbol\alpha\cdot\mathbf A)^2=A^2$, the second-order shift is

$$\Delta E=\sum_{n-}\frac{|\langle n|c\boldsymbol\alpha\cdot\mathbf A|i\rangle|^2}{c^2-(-c^2)}=\frac{c^2A^2}{2c^2}=\frac{A^2}{2}.$$

The coupling is large, of order $cA$, and its square cancels the large denominator $2c^2$. The shift is positive because the lower levels repel the upper one.

The matrices $\alpha_i$ and $\beta$ anticommute with each other and square to one, so $H_D^2=c^4+c^2A^2$ here, and

$$E=\sqrt{c^4+c^2A^2}=c^2+\frac{A^2}{2}-\frac{A^4}{8c^2}+\cdots .$$

For $A=1$ a.u., diagonalization gives a shift of $0.499993$ hartree. The quadratic term is $0.5$ and the next is $-6.7\times10^{-6}$ hartree.

For a moving electron, expand $\sqrt{c^4+c^2(\mathbf p+\mathbf A)^2}$ about $E_p=\sqrt{c^4+c^2p^2}$. The second-order part is

$$\Delta E^{(2)}=\frac{c^2A^2}{2E_p}-\frac{c^4(\mathbf p\cdot\mathbf A)^2}{2E_p^3}.$$

All of it comes from negative-energy states. To see this, let $P_+$ project on positive energies at momentum $\mathbf p$ and let $H_0$ be the free Hamiltonian. From $\{H_0,\alpha_i\}=2cp_i$ and $H_0P_+=E_pP_+$ follows $P_+\alpha_iP_+=(cp_i/E_p)P_+$. The field therefore shifts the two positive-energy spin states equally in first order and does not mix them. For $p=5$ a.u. and $A=1$ a.u. normal to it, the negative-energy sum is $0.49967$ hartree, close to $A^2/2$ because the electron is slow.

### The scattering amplitude

A photon of wave vector $\mathbf k$, energy $\omega=ck$ and polarization $\boldsymbol\epsilon$ scatters into $\mathbf k',\omega',\boldsymbol\epsilon'$. In a volume $V$,

$$\mathbf A=\sum\sqrt{\frac{2\pi}{\omega V}}\left(a\,\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right).$$

The prefactor $N$ is fixed by the field energy. With $n$ photons in a mode, the mean square electric field is $\omega^2N^2(2n+1)$. Electric and magnetic parts together give $V\omega^2N^2(2n+1)/4\pi$, which must equal $\omega(n+\tfrac12)$, so $N^2=2\pi/\omega V$.

Write the transition amplitude as $T=\dfrac{2\pi}{V\sqrt{\omega\omega'}}M$. In $A^2/2$, the absorption and emission parts occur as two equal cross terms. Their factor 2 cancels the $\tfrac12$, so Schrödinger theory gives

$$M_S=\boldsymbol\epsilon'^*\cdot\boldsymbol\epsilon .$$

In Dirac theory, one action of $c\boldsymbol\alpha\cdot\mathbf A$ changes the photon number by one, so scattering begins in second order. If absorption comes first, the intermediate state has energy $E_n$ and momentum $\mathbf k$. If emission comes first, both photons are present, the total energy is $E_n+\omega+\omega'$, and the electron has momentum $-\mathbf k'$. The initial energy is $c^2+\omega$. With the plane waves understood in the vertices,

$$M=c^2\sum_n\left[\frac{\langle f|\boldsymbol\alpha\cdot\boldsymbol\epsilon'^*|n\rangle\langle n|\boldsymbol\alpha\cdot\boldsymbol\epsilon|i\rangle}{c^2+\omega-E_n}+\frac{\langle f|\boldsymbol\alpha\cdot\boldsymbol\epsilon|n\rangle\langle n|\boldsymbol\alpha\cdot\boldsymbol\epsilon'^*|i\rangle}{c^2-\omega'-E_n}\right].$$

This is first read as a one-electron sum with the negative-energy states empty. The filled sea is treated below.

### Negative-energy states supply the contact term

Let $\omega\ll c^2$. The momenta are then of order $\omega/c$, and the free spinors are, up to normalization corrections of order $\omega^2/c^4$,

$$u_{\mathbf p}\simeq\begin{pmatrix}\chi\\ \dfrac{\boldsymbol\sigma\cdot\mathbf p}{2c}\chi\end{pmatrix},\qquad v_{\mathbf p}\simeq\begin{pmatrix}-\dfrac{\boldsymbol\sigma\cdot\mathbf p}{2c}\eta\\ \eta\end{pmatrix}.$$

Between $u$ and $v$, the matrix $\boldsymbol\alpha\cdot\boldsymbol\epsilon$ joins the large components and reduces to $\boldsymbol\sigma\cdot\boldsymbol\epsilon$. Its corrections contain two small components and are of order $\omega^2/c^4$. The denominators are $2c^2+\omega$ and $2c^2-\omega$, since $\omega'-\omega$ is of order $\omega^2/c^2$. Summing over the two spinors $\eta$ gives

$$M_-\simeq c^2\left[\frac{(\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*)(\boldsymbol\sigma\cdot\boldsymbol\epsilon)}{2c^2+\omega}+\frac{(\boldsymbol\sigma\cdot\boldsymbol\epsilon)(\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*)}{2c^2-\omega}\right].$$

Now use $\dfrac{c^2}{2c^2\pm\omega}\simeq\dfrac12\mp\dfrac{\omega}{4c^2}$. The first terms form half an anticommutator, the second a commutator:

$$M_-\simeq\tfrac12\{\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*,\boldsymbol\sigma\cdot\boldsymbol\epsilon\}-\frac{\omega}{4c^2}[\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*,\boldsymbol\sigma\cdot\boldsymbol\epsilon].$$

From $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$, the anticommutator is $2\boldsymbol\epsilon'^*\cdot\boldsymbol\epsilon$ and the commutator is $2i\boldsymbol\sigma\cdot(\boldsymbol\epsilon'^*\times\boldsymbol\epsilon)$. Hence

$$M_-=\boldsymbol\epsilon'^*\cdot\boldsymbol\epsilon-\frac{i\omega}{2c^2}\boldsymbol\sigma\cdot(\boldsymbol\epsilon'^*\times\boldsymbol\epsilon)+O(\omega^2/c^4).$$

The leading term is the Schrödinger result. Each time order supplies half of it, and both are needed to cancel the spin-dependent part at leading order. The energy mismatch $2c^2$ corresponds to a time of order $1/2c^2$, much shorter than $1/\omega$. On the scale of the light wave, the two actions of $\mathbf A$ occur together, which is why they look like a single $A^2$ interaction.

### Positive-energy states contribute at the next order

For positive-energy intermediate states the denominators are small, $+\omega$ and $-\omega$ to leading order, so their contribution must be checked. Each vertex now joins a large component to a small one. Define $\mathbf b=\hat{\mathbf k}\times\boldsymbol\epsilon$ and $\mathbf b'=\hat{\mathbf k}'\times\boldsymbol\epsilon'^*$.

With absorption first, $\mathbf k\cdot\boldsymbol\epsilon=0$ makes the first vertex

$$\frac{(\boldsymbol\sigma\cdot\mathbf k)(\boldsymbol\sigma\cdot\boldsymbol\epsilon)}{2c}=\frac{\omega}{2c^2}\,i\boldsymbol\sigma\cdot\mathbf b .$$

The final momentum is $\mathbf q=\mathbf k-\mathbf k'$, and the second vertex is

$$\frac{(\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*)(\boldsymbol\sigma\cdot\mathbf k)+(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\boldsymbol\epsilon'^*)}{2c}\simeq\frac{\omega}{2c^2}\left(2\hat{\mathbf k}\cdot\boldsymbol\epsilon'^*-i\boldsymbol\sigma\cdot\mathbf b'\right).$$

Here $\mathbf k'\cdot\boldsymbol\epsilon'^*=0$, and the cross products containing $\mathbf k$ cancel. With emission first, the same steps with intermediate momentum $-\mathbf k'$ give the first vertex $-(\omega/2c^2)\,i\boldsymbol\sigma\cdot\mathbf b'$ and the second $(\omega/2c^2)(-2\hat{\mathbf k}'\cdot\boldsymbol\epsilon+i\boldsymbol\sigma\cdot\mathbf b)$. Multiplying the vertices by $c^2$ and dividing by $\pm\omega$,

$$M_+\simeq\frac{\omega}{4c^2}\Big[(2\hat{\mathbf k}\cdot\boldsymbol\epsilon'^*-i\boldsymbol\sigma\cdot\mathbf b')(i\boldsymbol\sigma\cdot\mathbf b)-(-2\hat{\mathbf k}'\cdot\boldsymbol\epsilon+i\boldsymbol\sigma\cdot\mathbf b)(-i\boldsymbol\sigma\cdot\mathbf b')\Big].$$

The products of two Pauli matrices form the commutator $[\boldsymbol\sigma\cdot\mathbf b',\boldsymbol\sigma\cdot\mathbf b]=2i\boldsymbol\sigma\cdot(\mathbf b'\times\mathbf b)$, so

$$M_+=\frac{i\omega}{2c^2}\boldsymbol\sigma\cdot\left[\mathbf b'\times\mathbf b+(\hat{\mathbf k}\cdot\boldsymbol\epsilon'^*)\mathbf b-(\hat{\mathbf k}'\cdot\boldsymbol\epsilon)\mathbf b'\right]+O(\omega^2/c^4).$$

This vanishes as $\omega\to0$. In radiation gauge, a calculation restricted to positive-energy intermediate states would lose Thomson scattering.

### The filled sea gives the same amplitude

If the negative-energy states are occupied, the electron cannot enter them. Instead, a sea electron in state $n$ can absorb the photon and jump to the final state $f$. The original electron then emits the second photon and fills the hole. The two matrix elements are those of the one-electron path with emission first.

The intermediate energy, measured from the filled sea, is $c^2+E_f-E_n$. With $E_f=c^2+\omega-\omega'$ the denominator is

$$c^2+\omega-(c^2+E_f-E_n)=-(c^2-\omega'-E_n),$$

the negative of the one-electron denominator. A second minus sign comes from exchange. With fermion operators $a_j$ and $f\ne i$,

$$a_n^\dagger a_i\,a_f^\dagger a_n\,a_i^\dagger|\text{sea}\rangle=-a_f^\dagger|\text{sea}\rangle .$$

The signs cancel. The path in which the sea electron emits first matches the one-electron path with absorption first: its denominator is $-E_f+E_n-\omega'=-(c^2+\omega-E_n)$. For $f=i$ the jump is forbidden by the Pauli principle. Subtracting the amplitude of the sea without the electron then leaves minus the blocked vacuum term, again the same result.

A count at zero momentum, with $\omega=40$ hartree, the photon momentum neglected and $\boldsymbol\epsilon=\boldsymbol\epsilon'=\hat{\mathbf x}$, shows what happens. The two sea electrons are pushed down by the levels above them and together give $-2.000002$. When one upper state is occupied, one jump is blocked and the amplitude is $-1.000001$. The difference, $+1.000001$, equals the one-electron value $c^2[1/(2c^2+\omega)+1/(2c^2-\omega)]=1/(1-\omega^2/4c^4)$. This is the Thomson amplitude $1$ up to a term of order $\omega^2/c^4$, the same order as the neglected photon momentum, so the last digit has no physical meaning. In this picture, the positive $A^2/2$ is a part of the sea's downward shift that the electron prevents.

### The division depends on the gauge

Add to the incoming photon a pure gauge field with $\chi=-i\lambda e^{i(\mathbf k\cdot\mathbf r-\omega t)}$. Then $\nabla\chi$ adds $\lambda\mathbf k$ to the polarization, and the scalar potential $-\partial_t\chi$ has amplitude $\lambda\omega$. For charge $-1$ the vertex $c\boldsymbol\alpha\cdot\boldsymbol\epsilon$ gains $\lambda(c\boldsymbol\alpha\cdot\mathbf k-\omega)$.

Because $c\boldsymbol\alpha\cdot\mathbf k\,e^{i\mathbf k\cdot\mathbf r}=[H_0,e^{i\mathbf k\cdot\mathbf r}]$, the matrix element of the added vertex from $m$ to $n$ is $\lambda(E_n-E_m-\omega)\langle n|e^{i\mathbf k\cdot\mathbf r}|m\rangle$. This is $-\lambda$ times the denominator when absorption comes first and $+\lambda$ times it when emission comes first. The denominators cancel. Completeness of the full set of states then leaves the same matrix element twice with opposite signs, so $M$ is unchanged.

The negative-energy share alone does change. Replacing $\boldsymbol\epsilon$ by $\lambda\mathbf k$ in the anticommutator adds $\lambda\mathbf k\cdot\boldsymbol\epsilon'^*$ at leading order, and the positive-energy share changes by the opposite amount. The statement that negative-energy states supply the whole Thomson amplitude therefore holds in radiation gauge but not in general. Their correspondence with $A^2/2$ survives this gauge change: the Schrödinger contact term becomes $(\boldsymbol\epsilon+\lambda\mathbf k)\cdot\boldsymbol\epsilon'^*$, the same shift at leading order.

### From amplitude to cross section

The golden rule gives the rate $2\pi|T|^2$ times the density of final states. The incident flux is $c/V$, and the outgoing photon has $V\omega'^2d\omega'd\Omega/[(2\pi)^3c^3]$ states. Thus

$$\frac{d\sigma}{d\Omega}=\frac{1}{c^4}\frac{\omega'}{\omega}|M|^2\left[\frac{d(\omega'+E_f)}{d\omega'}\right]^{-1}.$$

With scattering angle $\theta$, $E_f^2=c^4+\omega^2+\omega'^2-2\omega\omega'\cos\theta$. Equating this to $(c^2+\omega-\omega')^2$ gives $c^2\omega=\omega'[c^2+\omega(1-\cos\theta)]$. The derivative is then

$$1+\frac{\omega'-\omega\cos\theta}{E_f}=\frac{c^2+\omega(1-\cos\theta)}{E_f}=\frac{c^2\omega}{\omega'E_f}.$$

Averaging over initial and summing over final electron spins,

$$\frac{d\sigma}{d\Omega}=\frac1{c^4}\left(\frac{\omega'}{\omega}\right)^2\frac{E_f}{c^2}\;\frac12\sum_{\rm spins}|M|^2\;\longrightarrow\;\frac{|\boldsymbol\epsilon'^*\cdot\boldsymbol\epsilon|^2}{c^4}\quad(\omega\ll c^2).$$

For linear $\boldsymbol\epsilon$, the sum over outgoing polarizations is $1-(\hat{\mathbf k}'\cdot\boldsymbol\epsilon)^2$. Its integral over the sphere is $4\pi(1-\tfrac13)$, so $\sigma=8\pi/3c^4=2.376\times10^{-8}$ bohr², or $0.665$ barn.

### A photon of 40 hartree

Let $\omega=40$ hartree (1.09 keV), so that $\omega/c^2=0.00213$. Take $\mathbf k$ along $z$, $\theta=60^\circ$ in the $xz$ plane, $\boldsymbol\epsilon=\hat{\mathbf x}$ and $\boldsymbol\epsilon'=(\cos\theta,0,-\sin\theta)$. The polarization product is $0.5$.

The negative-energy denominators are $37\,598$ hartree with absorption first and $37\,518$ hartree with emission first. The scalar (spin-independent) contributions are

$$0.249733+0.250265=0.499998 .$$

Each order differs from $0.25$ by about $\mp(\omega/4c^2)\times0.5=\mp0.00027$, the first correction to the denominators, which is $\mp\omega/2c^2$ relative to $0.25$. The positive-energy scalar part is $5.7\times10^{-7}$.

In this geometry $\mathbf b=\mathbf b'=\hat{\mathbf y}$ and $\boldsymbol\epsilon'\times\boldsymbol\epsilon=-\sin\theta\,\hat{\mathbf y}$. The formulas predict $\sigma_y$ coefficients $+i(\omega/2c^2)\sin\theta$ from negative and $-i(\omega/c^2)\sin\theta$ from positive energies. The computed values are $+0.000922\,i$ and $-0.001844\,i$.

A gauge change with $\lambda k=1$ moves the scalar shares to $-0.366$ and $+0.866$, while their sum stays at $0.499999$.

The Thomson value is $0.5^2/c^4=7.089\times10^{-10}$ bohr²/sr. The full sum gives $7.074\times10^{-10}$ bohr²/sr ($0.0198$ barn/sr), 0.21% lower. Recoil accounts for this: $(\omega'/\omega)^2=(39.9574/40)^2=0.99787$. Positive-energy states alone would give $9.6\times10^{-15}$ bohr²/sr, a fraction $1.4\times10^{-5}$ of the full result.

When $\omega$ is comparable with $c^2$, the contact approximation fails, but the full sum remains valid at this order in the coupling; the numerical check compares it with the Klein–Nishina formula. For a bound electron $\mathbf p$ does not vanish on the initial state, so the $\mathbf A\cdot\mathbf p$ terms must be added to the contact term.

## Numbers as computed

```
speed of light c: 137.035999 a.u.
rest energy c^2: 18778.865 hartree
energy gap 2c^2: 37557.73 hartree
static field A: 1 a.u.
static shift, diagonalization: 0.49999334 hartree
A^2/2: 0.5 hartree
next term -A^4/(8c^2): -6.6564e-06 hartree
moving electron momentum: 5 a.u.
its negative-state shift, A normal to p: 0.49966751 hartree
photon energy: 40 hartree
photon energy converted: 1088.46 eV
omega/c^2: 0.00213005 (dimensionless)
scattering angle: 60 degree
scattered photon energy: 39.957444 hartree
negative-state denominator, absorb first: 37597.773 hartree
negative-state denominator, emit first: 37517.815 hartree
polarization product: 0.5 (dimensionless)
negative scalar, absorb first: 0.24973304 (dimensionless)
negative scalar, emit first: 0.25026526 (dimensionless)
negative scalar, sum: 0.4999983 (dimensionless)
positive scalar, sum: 5.6653e-07 (dimensionless)
negative sigma_y coefficient, imaginary: 0.00092185 (dimensionless)
positive sigma_y coefficient, imaginary: -0.0018437 (dimensionless)
total scalar: 0.49999887 (dimensionless)
gauge parameter lambda*k: 1 (dimensionless)
changed gauge: negative scalar: -0.366024 (dimensionless)
changed gauge: positive scalar: 0.866023 (dimensionless)
changed gauge: total scalar: 0.49999887 (dimensionless)
sea-only amplitude: -2.0000023 (dimensionless)
sea-plus-electron amplitude: -1.0000011 (dimensionless)
difference due to electron: 1.0000011 (dimensionless)
Thomson differential cross section: 7.08927e-10 bohr^2/sr
full differential cross section: 7.0742e-10 bohr^2/sr
full differential, converted: 0.0198098 barn/sr
positive states only, differential: 9.6187e-15 bohr^2/sr
positive-only/full ratio: 1.3597e-05 (dimensionless)
Thomson total cross section: 2.37564e-08 bohr^2
Thomson total, converted: 0.665246 barn
full total at example energy: 2.36557e-08 bohr^2
full/Thomson total ratio: 0.9957634 (dimensionless)
Klein-Nishina agreement better than 1e-9: True
```
